Which film thickness gives the smallest relative error in XRF gauging?

**Question**

I am setting up an x-ray fluorescence gauge for plated films. It counts a characteristic line emitted by the film itself, and I convert the count to thickness. The signal saturates exponentially with thickness, and the background is small enough to drop. I want to know which film thickness, measured in units of the absorption length, has the smallest relative error from counting statistics.

My attempts contradict each other. The calibration curve is steepest at zero thickness, and when I propagate the Poisson noise, the thickness error in nanometres is also smallest there. That suggests that the thinnest film is best, yet a very thin film gives hardly any counts. When I compare films at the same number of counts instead, the relative error just grows with thickness, and again I find no optimum. Is there really a best thickness? If so, what is held fixed, and how much does it matter if my films are not at the optimum?

**Answer**

There is a best thickness, provided that you compare films measured for the same time with the same beam, geometry and line. Both of your calculations are right, but each answers a different question. I first derive the signal, because the derivation shows what has to stay fixed.

**The signal**

Let z be the depth below the film surface and t the film thickness. The exciting beam reaches depth z weakened by exp(−μ₁z), and the fluorescence made there leaves towards the detector weakened by exp(−μ₂z). Both coefficients are taken per unit depth, so the slant of each path is included in them. If K is the mean count per unit depth that would be recorded without attenuation, the mean count is

N = K ∫₀ᵗ e^(−μ₁z) e^(−μ₂z) dz = (K/χ)(1 − e^(−χt)), with χ = μ₁ + μ₂.

The prefactor is the count from an infinitely thick layer, N∞ = K/χ. With the absorption-scaled thickness x = χt,

N(x) = N∞(1 − e^(−x)).

This assumes one excitation energy, a uniform film, and no radiation returned by the substrate. I also take N∞ and χ as known from calibration for now.

**From count noise to thickness noise**

A measured count n is converted to thickness by inverting the curve:

x̂ = −ln(1 − n/N∞).

For Poisson counts the standard deviation of n is √N. If this is small enough for the curve to be nearly straight over the spread of n, the error in x is the count error divided by the slope. The slope is

dN/dx = N∞e^(−x),

so

σ_x = √[N∞(1 − e^(−x))] / [N∞e^(−x)] = e^x √(1 − e^(−x)) / √N∞.

Both factors in the numerator increase with x. The absolute error therefore rises steadily from zero, which is your first result. It does not mean that a vanishing film is measured well, because the thickness itself goes to zero faster than its error.

Since t = x/χ and χ is known, σ_t/t = σ_x/x. The relative error, meaning one standard deviation divided by the true thickness, is

σ_t/t = F(x)/√N∞, F(x) = e^x √(1 − e^(−x)) / x.

The two ends show why there is a minimum. For x ≪ 1 we have e^x ≈ 1 and 1 − e^(−x) ≈ x, so F ≈ 1/√x. The relative error is then 1/√(N∞x) = 1/√N, the ordinary counting error of a signal proportional to thickness. For x ≫ 1 the square root tends to 1 and F ≈ e^x/x. There are plenty of counts, but they hardly depend on thickness any more.

The straight-line propagation fails for very thick films, because it needs e^x ≪ √N∞. Once e^x is comparable with √N∞, an ordinary fluctuation can carry n above N∞, where the inversion has no answer. At the thin end there is no such failure if N∞ is large. The inversion is then itself nearly a straight line, x̂ ≈ n/N∞, so the formula gives the right standard deviation even for a few counts. With so few counts, however, the distribution is lopsided, and one standard deviation should not be read as the usual 68 % interval.

**The minimum**

It is easiest to differentiate the logarithm,

ln F = x + ½ ln(1 − e^(−x)) − ln x.

The middle term gives ½e^(−x)/(1 − e^(−x)), which becomes 1/[2(e^x − 1)] when top and bottom are multiplied by e^x. Hence

g(x) = d ln F/dx = 1 + 1/[2(e^x − 1)] − 1/x.

Set g = 0 and multiply by 2x(e^x − 1):

2x(e^x − 1) + x − 2(e^x − 1) = 0.

Expanding the products gives 2xe^x − x − 2e^x + 2 = 0, or

2(1 − x)e^x = 2 − x.

The value x = 0 also satisfies this last form, but only because we multiplied by a factor that vanishes there. It is not a stationary point of F. The positive root is

**x = 0.644, where F = 2.037.**

You can get close to it by hand. Expanding e^x − 1 = x(1 + x/2 + x²/6 + …) and inverting the series gives

1/(e^x − 1) = 1/x − 1/2 + x/12 − ….

Put this into g = 0:

3/4 − 1/(2x) + x/24 ≈ 0.

Multiplying by 24x gives x² + 18x − 12 ≈ 0, with positive root x ≈ √93 − 9 ≈ 0.644.

**Why there is no second minimum**

Differentiate g once more:

g′(x) = 1/x² − e^x/[2(e^x − 1)²].

Because e^x − 1 = 2e^(x/2) sinh(x/2), the second term equals 1/[8 sinh²(x/2)]. For positive x, sinh(x/2) > x/2, so this term is smaller than 1/(2x²). Therefore

g′(x) > 1/x² − 1/(2x²) = 1/(2x²) > 0.

So g increases throughout. Near zero it behaves as −1/(2x), which is negative, and for large x it tends to 1. It crosses zero once, from negative to positive, and F has a single minimum. The values g(0.5) = −0.229 and g(1) = 0.291 bracket the root.

The straight-line propagation can be tested by leaving it out. For N∞ = 200 000, I computed the standard deviation of x̂ by summing over the Poisson distribution out to nine standard deviations on each side, and then minimised the relative error numerically. The minimum lies at x = 0.6438 with an error of 0.4556 %, in agreement with the formula to the digits shown.

**What must be held fixed**

Your second calculation fixed the number of counts N. Then N∞ = N/(1 − e^(−x)), and substitution gives

σ_t/t = e^x(1 − e^(−x))/(x√N) = (e^x − 1)/(x√N).

The series (e^x − 1)/x = 1 + x/2 + x²/6 + … has positive coefficients, so this rises with x. Fixing N gives a thin film as much time as it needs, which removes its one disadvantage.

A third comparison concerns a single film whose χ you can vary, say through the take-off angle. The optimum does not tell you to tune χ until χt = 0.644. Suppose that K, the production and detection per unit depth, stays the same. Then N∞ = K/χ = C/x with C = Kt fixed, and

σ_t/t = e^x √[(1 − e^(−x))/(xC)].

Its logarithmic derivative is

1 + 1/[2(e^x − 1)] − 1/(2x).

To find its sign, note that 1/(e^x − 1) + 1/2 = ½ coth(x/2). This exceeds 1/x, because tanh(x/2) < x/2. The derivative is therefore greater than 1 − 1/4 = 3/4, and the error rises with x. For a given film, less absorption is better as long as K does not suffer. If a change of energy or angle alters K as well, the two effects have to be weighed together.

**An example: plated iron**

Take an iron film on a light, iron-free substrate, gauged by the iron Kα line at 6.4 keV. The exciting beam has 17.4 keV and normal incidence, and the take-off angle is 45° from the surface. Rough typical mass attenuation coefficients of iron are 38 cm²/g for the ingoing beam and 71 cm²/g for the line, and the density is about 7.87 g/cm³. Then

μ₁ = 38 × 7.87 = 299 cm⁻¹ = 0.0299 µm⁻¹,

μ₂ = 71 × 7.87/sin 45° = 790 cm⁻¹ = 0.0790 µm⁻¹,

χ = 0.1089 µm⁻¹, 1/χ = 9.18 µm.

The best thickness is

t = 0.644 × 9.18 µm = 5.91 µm.

Let a bulk iron sample give 20 000 counts per second, a round value, and count for 10 s. Then N∞ = 200 000. The optimum film gives 47.5 % of this, about 94 900 counts, and its relative error is

σ_t/t = 2.037/√200 000 = 0.456 %,

or 27 nm. Since the error falls as one over the square root of the time, an error of 1 % needs 2.1 s.

The minimum is broad. The error stays within 10 % of its smallest value for x between 0.33 and 1.11, which here means 3.0 to 10.2 µm. At the same 10 s, a 1 µm film has an error of 0.74 % and a 20 µm film one of 0.85 %. In absolute terms these are about 7 nm and 170 nm, so the thin film still has the smaller error in nanometres, as you found. You need not plate to the optimum. It tells you which range of thickness a given line and geometry serve well.

**Noise left out so far**

Suppose first that there is a background whose mean bN∞ is known and does not depend on thickness. It leaves the slope alone and adds to the variance, so

F_b(x) = e^x √(1 − e^(−x) + b)/x.

For b = 1 %, the minimum moves to x = 0.653 and F_b there is 2.059, about 1 % above the value without background. The shift is towards thicker films because the background weighs most where the signal is small. As x → 0, F_b grows as √b/x instead of 1/√x. Leaving the background out of the noise estimate is thus harmless near the optimum, but not for films so thin that x is comparable with b. Its mean must still be subtracted from the count before the inversion. If it is left in, while N∞ is free of background, b = 1 % shifts x by about be^x = 0.019 at the optimum, and the thickness reads about 3 % high.

Near the optimum, calibration noise can matter more than this 1 % background. Suppose N∞ is not known beforehand, but is counted on a bulk standard for the same time as the film. The thickness then follows from the ratio R of the two counts, x̂ = −ln(1 − R). An error δR gives δx = δR/(1 − R) = e^x δR. Since R = 1 − e^(−x), this is

δx/x = [(e^x − 1)/x] δR/R.

The two counts are independent, so their relative variances add:

(σ_t/t)² = [(e^x − 1)/x]² (1/N + 1/N∞).

Now the minimum is at x = 0.507, or 4.65 µm, with 2.44 in place of 2.04. At the old optimum the factor is 2.47, so using 5.91 µm costs little. Counting the standard for longer reduces the extra term. If one count of the standard serves many films, its error is common to all of them and does not average out over the batch.

**Biases, and the comparison with a real gauge**

A counting error of half a percent does not make the thickness correct to half a percent. The formula for δx/x shows that near the optimum a small relative error in the ratio is multiplied by (e^x − 1)/x = 1.40. For the 5.91 µm film I estimated three effects, one at a time, with the ideal calibration curve left uncorrected.

- Dead time: with 1 µs of dead time per recorded count, not extended by further arrivals, the bulk standard loses 1.96 % of its counts. The film loses less, because its rate is lower. The ratio comes out too high, and so does the thickness, by 1.5 %. This estimate includes only counts in the iron line. In a real detector the rest of the spectrum also occupies the electronics.

- Radiation returned by the substrate: if 1 % of the primary beam reaching the substrate comes back diffusely, at the original energy and with equal radiance in all upward directions, it adds 1.35 % to the film signal. The thickness reads 1.9 % high. The 1 % is a round assumption of the right order for a thick aluminium substrate, and probably somewhat high: single scattering alone returns about 0.6 %. Carbon can return several times as much at this energy, because it absorbs less.

- A softer part of the exciting beam: suppose 20 % of the bulk signal is excited near 10 keV, where iron attenuates by roughly 170 cm²/g. That part saturates sooner, and the signal is a sum of two exponentials. A gauge that assumes the single χ above reads 15 % high.

With the values assumed here, the last is the largest of the three, and it is the assumption to question first if your gauge uses an x-ray tube without a monochromator, since a tube emits a continuous spectrum as well as lines. In this example it also moves the best thickness from 5.9 to 4.9 µm, even if the two-exponential curve is known and used for the inversion. The minimum factor changes little, from 2.04 to 2.09. In this example the smallest attainable counting error is thus much less sensitive to the beam spectrum than the thickness reading is. The 20 % share is an illustrative choice, so the 15 % is not a general figure. Film standards with thicknesses around those you measure, on the same substrate, let you replace the ideal curve by a measured one and so take up these biases, as long as the beam and the count-rate conditions stay the same.

Two scale errors remain. Because t = x/χ, a value of χ that is 5 % too high gives a thickness about 5 % too low. And since attenuation and emission both follow the amount of iron, the gauge responds to mass per area. The 5.91 µm film is really a film of 4.65 mg/cm². If the deposit is porous or contains other elements, its density must be known before that becomes a thickness, and other elements can change χ/ρ too.

For your gauge, compute χ from your own energies and angles, and see whether your films fall between x ≈ 0.33 and 1.1. Inside that range another thickness would gain you at most about 10 % in counting error, and the calibration deserves the effort. This holds for a nearly monochromatic beam, a small background, and N∞ known much more precisely than the film count. A beam with a softer part moves the window towards thinner films: with the 20 % soft share above, a film at x = 1.1 (about 10 µm) is already 17 % above the smallest error, and a weakly filtered tube spectrum moves the window further. In that case take the window from your measured calibration curve. The numerical output below gives the values used here with more digits.

Computed results

```
Mass attenuation, ingoing (rough): 38 cm2/g
Mass attenuation, outgoing (rough): 71 cm2/g
Density (rough): 7.87 g/cm3
Take-off angle: 45 degrees
Ingoing coefficient: 0.02991 per um
Outgoing slant coefficient: 0.07902 per um
chi: 0.10893 per um; 1/chi: 9.180 um
Bulk count rate: 20000 per s; time: 10 s
Bulk count N_bulk: 200000
Log slope g(0.5): -0.2293; g(1): 0.2910
Optimum x from root equation: 0.643798
Optimum x from Poisson sums: 0.64377
Minimum error factor F: 2.03733
Signal share of bulk at optimum: 0.47471
Mean film count at optimum: 94941
Optimum thickness: 5.910 um
Relative error at optimum: 0.4556 %
Relative error from Poisson sums: 0.4556 %
Absolute error at optimum: 26.93 nm
Time for 1 % error at optimum: 2.075 s
Range within 10 % of minimum, x: 0.3262 to 1.1135
Same range, thickness: 3.00 to 10.22 um
Film 1 um: x = 0.1089, F = 3.2887, error = 0.735 %
Film 20 um: x = 2.1786, F = 3.8184, error = 0.854 %
Background share of bulk count: 1.0 %
With background: optimum x = 0.6528, F = 2.0586
With counted standard: optimum x = 0.5068, F = 2.4415
Counted standard, F at old optimum: 2.4741
Dead time: 1.0 us; bulk loss: 1.96 %
Thickness bias, uncorrected dead time: 1.47 %
Soft beam: 170 cm2/g, share 20 %
Thickness bias, soft component: 14.95 %
Soft component: optimum 4.889 um, F = 2.0948
Substrate diffuse albedo (rough): 1.0 %
Extra signal from back-scatter: 1.35 %
Thickness bias, back-scatter: 1.91 %
```
